# The Highest-Orbital Condition on the Exact Exchange Potential: verification in Python

```python
"""
Result under test: for the exact local exchange potential v_x = dE_x/dn,
normalized to vanish at infinity, the highest occupied orbital obeys
    <HOMO| v_x |HOMO> = <HOMO| K |HOMO>,     K = Fock exchange operator.

Model: four electrons in the two lowest s orbitals of a central potential
    v_s(r) = -(outer + inner*exp(-r))/r      (hartree atomic units).
Radial functions P_i(r) = sqrt(4 pi) r phi_i(r) live on a grid of
Gauss-Lobatto elements; an orbital vector holds sqrt(weight)*P_i(r).
gap_i = <i| v_x - K |i>;  shift_i = first-order orbital shift caused by
the perturbation v_x - K.  The exact v_x makes sum_i P_i*shift_i = 0.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre, erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- radial grid, kinetic energy, Coulomb kernel ----------
edges = np.array([0, .5, 1, 1.5, 2, 2.5, 3, 4, 5, 6, 8, 10, 12, 14, 16,
                  19, 22, 25], dtype=float)
order = 12
x = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(order, x)
w = 2.0 / (order * (order + 1) * leg**2)
dist = x[:, None] - x[None, :]
np.fill_diagonal(dist, 1.0)
D = leg[:, None] / (leg[None, :] * dist)
np.fill_diagonal(D, 0.0)
D -= np.diag(D.sum(axis=1))

size = (len(edges) - 1) * order + 1
r, W = np.zeros(size), np.zeros(size)
stiff, deriv = np.zeros((size, size)), np.zeros((size, size))
for e in range(len(edges) - 1):
    part = slice(e * order, e * order + order + 1)
    half = 0.5 * (edges[e + 1] - edges[e])
    r[part] = edges[e] + half * (x + 1.0)
    W[part] += half * w
    stiff[part, part] += D.T @ (w[:, None] * D) / half
    deriv[part, part] += w[:, None] * D
deriv = (deriv / W[:, None])[1:-1, 1:-1]
r, W, stiff = r[1:-1], W[1:-1], stiff[1:-1, 1:-1]
root_w = np.sqrt(W)
n = len(r)
T = 0.5 * stiff / np.outer(root_w, root_w)
# radial Poisson equation: potential of a spherical pair density
coulomb = 1.0 / edges[-1] + 0.5 * np.linalg.inv(T) / np.outer(r * root_w,
                                                            r * root_w)


def at(radius):
    return int(np.argmin(abs(r - radius)))


def fock_exchange(c):
    """K applied to each of the occupied orbitals."""
    return np.array([-sum((coulomb @ (ci * cj)) * cj for cj in c)
                     for ci in c])


def exchange_energy(c):
    return float(np.sum(c * fock_exchange(c)))


def orbitals(v_s):
    levels, vectors = eigh(T + np.diag(v_s))
    return levels, vectors


def exact_exchange(levels, c):
    """Solve shift equations together with sum_i P_i*shift_i = 0.
    The free constant is set by a zero density-weighted average of v_x."""
    k = fock_exchange(c)
    s = np.sqrt(np.sum(c**2, axis=0))
    A, b = np.zeros((3 * n + 2, 3 * n + 2)), np.zeros(3 * n + 2)
    pot = slice(2 * n, 3 * n)
    for i in range(2):
        blk = slice(i * n, (i + 1) * n)
        A[blk, blk] = T + np.diag(v_s_now - levels[i])
        A[blk, pot] = np.diag(c[i] / s)
        A[blk, 3 * n + i] = -c[i]
        A[pot, blk] = np.diag(c[i] / s)
        b[blk] = k[i]
    A[3 * n, :n] = c[0]
    A[3 * n + 1, pot] = s
    sol = np.linalg.solve(A, b)
    return sol[pot] / s, sol[:n], sol[n:2 * n], k


def tail_fit(v, kappa):
    """Fit v = constant + slope/r where the HOMO tail dominates."""
    m = (kappa * r > 8.5) & (kappa * r < 12.5)
    basis = np.column_stack([np.ones(m.sum()), 1.0 / r[m]])
    return np.linalg.lstsq(basis, v[m], rcond=None)[0]


# Coulomb kernel against the known self-repulsion 5/8 of exp(-r)
unit = root_w * 2.0 * r * np.exp(-r)
self_rep = unit**2 @ coulomb @ unit**2
assert abs(self_rep - 0.625) < 1e-8

# ---------- HOMO condition for two different potentials ----------
results = []
for outer, inner in [(2.0, 2.0), (1.0, 3.0)]:
    v_s_now = -(outer + inner * np.exp(-r)) / r
    levels, vectors = orbitals(v_s_now)
    c = vectors[:, :2].T.copy()
    level_2p = eigh(T + np.diag(v_s_now + 1.0 / r**2),
                    eigvals_only=True)[0]
    assert levels[1] < level_2p          # 2s really is the HOMO
    kappa = np.sqrt(-2.0 * levels[1])
    v_x, shift1, shift2, k = exact_exchange(levels, c)
    constant, slope = tail_fit(v_x, kappa)
    v_x = v_x - constant                 # now v_x vanishes at infinity
    mean_v = np.array([np.sum(ci**2 * v_x) for ci in c])
    mean_k = np.array([ci @ ki for ci, ki in zip(c, k)])
    gap = mean_v - mean_k
    assert abs(slope + 1.0) < 1e-3       # tail is -1/r
    assert abs(gap[1]) < 2e-5            # the HOMO condition
    assert abs(gap[0]) > 0.05            # not true for the lower orbital
    results.append((outer, inner, levels[1], gap[0], gap[1]))

# From here on: the last potential, outer = 1 and inner = 3.
P2 = c[1] / root_w

# ---------- exponential tail of the HOMO ----------
a, b = at(8.0), at(12.0)
log_ratio = np.log(abs(P2[b] / P2[a]))
expected = outer / kappa * np.log(r[b] / r[a]) - kappa * (r[b] - r[a])
assert abs(log_ratio - expected) < 0.03

# ---------- Slater potential: vanishes at infinity, but not exact ------
v_slater = np.sum(c * k, axis=0) / np.sum(c**2, axis=0)
gap_slater = np.sum(c[1]**2 * v_slater) - mean_k[1]
assert abs(gap_slater) > 2e-3

# ---------- v_x is the derivative of E_x: vary v_s and compare ----------
step = 0.005
probes = [np.exp(-r), np.exp(-(r - 2.0)**2), r * np.exp(-r)]
errors, slater_errors, slopes = [], [], []
for f in probes:
    vals = []
    for m in (-2, -1, 1, 2):
        cm = orbitals(v_s_now + m * step * f)[1][:, :2].T
        dens = 2.0 * np.sum(cm**2, axis=0)
        vals.append([exchange_energy(cm), v_x @ dens, v_slater @ dens])
    vals = np.array(vals)
    d = (8 * (vals[2] - vals[1]) - (vals[3] - vals[0])) / (12 * step)
    slopes.append(d)
    errors.append(abs(d[0] - d[1]))
    slater_errors.append(abs(d[0] - d[2]))
assert max(errors) < 1e-6
assert max(slater_errors) > 1e-4

# ---------- tails of the orbital shifts ----------
far = at(10.0)
ratio_exact = shift2[far] / c[1][far]
assert abs(ratio_exact) < 1e-6
assert abs(shift1[far] / c[1][far]) < 1e-3
source = v_slater * c[1] - k[1]
others = np.arange(n) != 1
coef = (vectors[:, others].T @ source) / (levels[others] - levels[1])
shift_slater = -vectors[:, others] @ coef
ratio_slater = shift_slater / c[1]
growth = (ratio_slater[at(12.0)] - ratio_slater[at(8.0)]) / (
    r[at(12.0)] - r[at(8.0)])
growth_limit = gap_slater / kappa
assert 0.7 < growth / growth_limit < 1.6
assert abs(ratio_slater[far]) > 1e3 * abs(ratio_exact)

# ---------- cutoff identity, on the case where both sides are nonzero ---
centre, width = 5.0, 1.5
z = (r - centre) / width
cut = 0.5 * (1.0 + erf(z))
cut1 = np.exp(-z**2) / (width * np.sqrt(np.pi))
cut2 = -2.0 * z / width * cut1
left = np.sum(cut * c[1] * (source - gap_slater * c[1]))
right = np.sum(root_w * shift_slater * (0.5 * P2 * cut2
                                        + cut1 * (deriv @ P2)))
assert abs(left) > 1e-5 and abs(left - right) < 1e-7

# ---------- frozen-orbital removal energies from total energies ---------
v_hartree = 2.0 * coulomb @ np.sum(c**2, axis=0)
v_ext = v_s_now - v_hartree - v_x
one = np.array([ci @ (T @ ci + v_ext * ci) for ci in c])
J = np.array([[ci**2 @ coulomb @ cj**2 for cj in c] for ci in c])
X = np.array([[(ci * cj) @ coulomb @ (ci * cj) for cj in c] for ci in c])


def total_energy(up, down):
    up, down = np.array(up, float), np.array(down, float)
    tot = up + down
    return (tot @ one + 0.5 * tot @ J @ tot
            - 0.5 * (up @ X @ up + down @ X @ down))


full = total_energy([1, 1], [1, 1])
remove_2s = total_energy([1, 1], [1, 0]) - full
remove_1s = total_energy([1, 1], [0, 1]) - full
assert abs(remove_2s + levels[1]) < 2e-5
assert abs(remove_1s + levels[0] - gap[0]) < 1e-7

# ---------- output ----------
print("Model: v_s = -(outer + inner*exp(-r))/r, 1s and 2s filled")
print(f"outer charge = {outer:.1f} e, inner charge = {inner:.1f} e")
print(f"grid points = {n}, box radius = {edges[-1]:.1f} bohr")
print(f"kernel test, self-repulsion of exp(-r) = {self_rep:.8f} hartree")
print(f"level 1s = {levels[0]:.5f} hartree")
print(f"level 2s (HOMO) = {levels[1]:.5f} hartree")
print(f"level 2p (empty) = {level_2p:.5f} hartree")
print(f"decay constant kappa of 1s = {np.sqrt(-2*levels[0]):.4f} 1/bohr")
print(f"decay constant kappa of 2s = {kappa:.4f} 1/bohr")
print(f"exchange energy E_x = {exchange_energy(c):.5f} hartree")
print(f"tail constant removed from v_x = {constant:.5f} hartree")
print(f"fitted 1/r coefficient of v_x tail = {slope:.6f} hartree*bohr")
for i, name in enumerate(("1s", "2s")):
    print(f"<{name}|v_x|{name}> = {mean_v[i]:.5f} hartree")
    print(f"<{name}|K|{name}> = {mean_k[i]:.5f} hartree")
    print(f"difference C for {name} = {gap[i]:.5f} hartree")
print(f"size of C for 2s = {abs(gap[1]):.1e} hartree")
for radius in (0.5, 1.0, 2.0, 4.0, 8.0):
    j = at(radius)
    print(f"r = {r[j]:.1f} bohr: v_x = {v_x[j]:.5f}, "
          f"u_2s = {k[1][j]/c[1][j]:.5f} hartree")
for o, i, e2, g1, g2 in results:
    print(f"outer {o:.0f}, inner {i:.0f}: HOMO {e2:.5f}, C_1s {g1:.5f}, "
          f"|C_2s| {abs(g2):.1e} hartree")
print("Derivative of E_x with strength of a change in v_s (dimensionless):")
for name, d in zip(("exp(-r)", "exp(-(r-2)^2)", "r*exp(-r)"), slopes):
    print(f"  {name}: direct {d[0]:.6f}, from v_x {d[1]:.6f}, "
          f"from Slater {d[2]:.6f}")
print(f"Slater potential: C for 2s = {gap_slater:.5f} hartree")
print(f"shift/orbital of 2s at 10 bohr, exact v_x: {abs(ratio_exact):.1e}")
print(f"shift/orbital of 2s at 10 bohr, Slater: {ratio_slater[far]:.5f}")
print(f"Slater growth rate, 8 to 12 bohr = {growth:.5f} 1/bohr")
print(f"Slater growth rate, limit C/kappa = {growth_limit:.5f} 1/bohr")
print(f"cutoff identity (Slater), left = {left:.8f} hartree")
print(f"cutoff identity (Slater), right = {right:.8f} hartree")
print(f"frozen removal energy 2s = {remove_2s:.5f} hartree")
print(f"frozen removal energy 2s = {remove_2s*HARTREE_EV:.3f} eV")
print(f"frozen removal energy 1s = {remove_1s:.5f} hartree")
print("finished without a failed check")
```

Printed output:

```
Model: v_s = -(outer + inner*exp(-r))/r, 1s and 2s filled
outer charge = 1.0 e, inner charge = 3.0 e
grid points = 203, box radius = 25.0 bohr
kernel test, self-repulsion of exp(-r) = 0.62500000 hartree
level 1s = -5.48849 hartree
level 2s (HOMO) = -0.48064 hartree
level 2p (empty) = -0.35174 hartree
decay constant kappa of 1s = 3.3132 1/bohr
decay constant kappa of 2s = 0.9805 1/bohr
exchange energy E_x = -2.96846 hartree
tail constant removed from v_x = 1.16053 hartree
fitted 1/r coefficient of v_x tail = -0.999999 hartree*bohr
<1s|v_x|1s> = -1.82183 hartree
<1s|K|1s> = -2.46923 hartree
difference C for 1s = 0.64740 hartree
<2s|v_x|2s> = -0.49922 hartree
<2s|K|2s> = -0.49923 hartree
difference C for 2s = 0.00000 hartree
size of C for 2s = 1.3e-07 hartree
r = 0.5 bohr: v_x = -1.26543, u_2s = -4.02930 hartree
r = 1.0 bohr: v_x = -0.49955, u_2s = -0.55977 hartree
r = 2.0 bohr: v_x = -0.44647, u_2s = -0.44512 hartree
r = 4.0 bohr: v_x = -0.24902, u_2s = -0.24902 hartree
r = 8.0 bohr: v_x = -0.12500, u_2s = -0.12500 hartree
outer 2, inner 2: HOMO -0.96036, C_1s 0.63959, |C_2s| 1.3e-06 hartree
outer 1, inner 3: HOMO -0.48064, C_1s 0.64740, |C_2s| 1.3e-07 hartree
Derivative of E_x with strength of a change in v_s (dimensionless):
  exp(-r): direct 0.152572, from v_x 0.152572, from Slater 0.195050
  exp(-(r-2)^2): direct 0.098271, from v_x 0.098271, from Slater 0.102577
  r*exp(-r): direct 0.062252, from v_x 0.062252, from Slater 0.083046
Slater potential: C for 2s = -0.04198 hartree
shift/orbital of 2s at 10 bohr, exact v_x: 1.6e-15
shift/orbital of 2s at 10 bohr, Slater: -0.44064
Slater growth rate, 8 to 12 bohr = -0.04759 1/bohr
Slater growth rate, limit C/kappa = -0.04282 1/bohr
cutoff identity (Slater), left = 0.00092741 hartree
cutoff identity (Slater), right = 0.00092741 hartree
frozen removal energy 2s = 0.48064 hartree
frozen removal energy 2s = 13.079 eV
frozen removal energy 1s = 6.13589 hartree
finished without a failed check
```
